# Confinement in an N-Layer Channel: Why the Width Is (N+1)d

A transistor channel made of a layered semiconductor can be only a few layers thick. An electron that moves freely along the layers is then confined across them, and in a uniform stack without surface-bound states its lowest energy rises as layers are removed. The familiar estimate of this rise is the energy of a particle in a box, which needs a mass and a width. A stack of $N$ layers with spacing $d$ seems to offer two widths: $Nd$, the thickness of the material if each layer is given a slab of thickness $d$, and $(N-1)d$, the distance between the centres of the outer layers. For a uniform chain with one orbital per layer and coupling between adjacent layers only, the right width is neither of these. It is $(N+1)d$, and for five layers the difference from $Nd$ changes the energy by almost half.

## Assumptions and statement

The in-plane momentum is held fixed at the band edge, so that only motion across the layers remains. One orbital state per layer is kept, and states on different layers are taken as orthogonal. Let $c_n$ be the amplitude on layer $n=1,\dots,N$. The assumptions are:

1. Every layer, including the two end layers, has the same energy $\varepsilon_0$.
2. Only adjacent layers are coupled, with matrix element $-t$, where $t>0$.
3. The electron cannot leave the stack.

The choice of sign in assumption 2 costs nothing. If the matrix element is $+t$, replacing $c_n$ by $(-1)^n c_n$ reverses its sign and leaves all energies unchanged.

An infinite stack has the band $\varepsilon_0-2t\cos kd$, derived in Lemma 2, with its bottom at $\varepsilon_0-2t$. The **confinement energy** $C_N$ is the lowest level of the $N$-layer stack measured from this bottom. The ground-state energy of a hard-wall box of width $L$ is

$$E_{\rm box}(L)=\frac{\hbar^2\pi^2}{2mL^2}.$$

It belongs to $\psi=\sin(\pi z/L)$, which vanishes at $z=0$ and $z=L$ and satisfies $-(\hbar^2/2m)\psi''=E_{\rm box}\psi$.

**Theorem.** Let $x=\pi/(N+1)$, and let $m=\hbar^2/(2td^2)$ be the mass at the bottom of the bulk band. Then:

(a) $C_N=2t(1-\cos x)$.

(b) The box of width $(N+1)d$ overestimates this energy, by a bounded amount that shrinks quickly as layers are added:
$$0<E_{\rm box}\big((N+1)d\big)-C_N<\frac{t\,x^4}{12}.$$

(c) For a trial width $(N+a)d$ with $a$ fixed,
$$\frac{E_{\rm box}((N+a)d)}{C_N}=1+\frac{2(1-a)}{N}+O(N^{-2}),$$
so $a=1$ is the one value that removes the error of order $1/N$.

Part (c) is needed because every fixed $a$ gives the same leading law, $\pi^2t/N^2$. The widths differ at the next order, and the comparison has a meaning because the mass is fixed by the bulk band and not adjusted to the film.

## Three lemmas

**Lemma 1 (levels of the stack).** The levels are $E_j=\varepsilon_0-2t\cos(jx)$ with $j=1,\dots,N$, and the amplitudes are $c_n\propto\sin(njx)$.

*Proof.* An interior layer obeys

$$\varepsilon_0c_n-t(c_{n-1}+c_{n+1})=Ec_n .$$

The first layer has no left neighbour and the last has no right neighbour. Both obey the same equation if we add fictitious layers $0$ and $N+1$ and require $c_0=c_{N+1}=0$. Try $c_n=\sin n\theta$, which satisfies the first condition. Since

$$\sin(n-1)\theta+\sin(n+1)\theta=2\cos\theta\,\sin n\theta,$$

the layer equation holds with $E=\varepsilon_0-2t\cos\theta$. The second condition, $\sin(N+1)\theta=0$, gives $\theta=j\pi/(N+1)=jx$. For $j=1,\dots,N$ these angles lie between $0$ and $\pi$, where the cosine decreases strictly, so the $N$ energies are different. An $N\times N$ matrix has no more than $N$ different eigenvalues, so the list is complete. $\square$

**Lemma 2 (mass).** The mass at the bottom of the bulk band is $m=\hbar^2/(2td^2)$.

*Proof.* In an infinite stack put $c_n=e^{iknd}$. The layer equation gives

$$E(k)=\varepsilon_0-t(e^{-ikd}+e^{ikd})=\varepsilon_0-2t\cos kd .$$

Differentiating twice gives $E''(k)=2td^2\cos kd$, which is $2td^2$ at $k=0$. The mass is defined by $E''(0)=\hbar^2/m$, and the result follows. $\square$

Strong coupling between layers thus means a light electron. No end of the stack entered this proof, so the mass carries no information about the film's width.

**Lemma 3 (bounds on the cosine).** For $x>0$,
$$x^2-\frac{x^4}{12}<2(1-\cos x)<x^2 .$$

*Proof.* The function $y-\sin y$ vanishes at $y=0$ and has derivative $1-\cos y\ge0$, which is zero only at isolated points. Hence $\sin y<y$ for $y>0$. Integrating from $0$ to $x$ gives $1-\cos x<x^2/2$, the upper bound. Integrating once more gives $x-\sin x<x^3/6$, or $\sin x>x-x^3/6$. A last integration gives $1-\cos x>x^2/2-x^4/24$, and doubling this gives the lower bound. $\square$

## Proof of the theorem

(a) The lowest level in Lemma 1 has $j=1$. Subtracting the band bottom,

$$C_N=(\varepsilon_0-2t\cos x)-(\varepsilon_0-2t)=2t(1-\cos x).$$

(b) Insert the mass of Lemma 2 in the box energy:

$$E_{\rm box}(L)=\frac{\hbar^2\pi^2}{2L^2}\,\frac{2td^2}{\hbar^2}=\frac{\pi^2td^2}{L^2}.$$

For $L=(N+1)d$ this equals $\pi^2t/(N+1)^2=tx^2$. Lemma 3 multiplied by $t$ reads $tx^2-tx^4/12<C_N<tx^2$, which is the claim.

(c) Changing the width from $(N+1)d$ to $(N+a)d$ multiplies the box energy by

$$\left(\frac{N+1}{N+a}\right)^2=\left(1+\frac{1-a}{N+a}\right)^2=1+\frac{2(1-a)}{N}+O(N^{-2}).$$

By (b), $E_{\rm box}((N+1)d)/C_N=1+O(N^{-2})$. The product of the two factors is the stated result. $\square$

**Remark 1 (where the walls are).** Place layer $n$ at $z=nd$. The lowest state is then $c_n\propto\sin(\pi z/L)$ with $L=(N+1)d$: the box function sampled at the layers. It vanishes at $z=0$ and $z=(N+1)d$, the places of the first missing layers. The amplitude on an end layer is not zero, so the wall cannot stand at that layer. Nor does it stand half a spacing outside, where the nominal face of the material lies.

**Remark 2 (expansion in $1/N$).** The next term of the cosine series gives $C_N=tx^2[1-x^2/12+O(x^4)]$. With $(N+1)^{-2}=N^{-2}(1-2/N+3/N^2+\dots)$,

$$C_N=\frac{\pi^2t}{N^2}\left[1-\frac2N+\frac{3-\pi^2/12}{N^2}+O(N^{-3})\right].$$

The term $-2/N$ is the trace of the extra layer spacing. Diagonalization at $N=400$ gives $-1.9946$ for the coefficient of $1/N$ and $2.1757$ for that of $1/N^2$, against the limits $-2$ and $3-\pi^2/12=2.1775$.

**Remark 3 (absorbing the error in the mass).** If $Nd$ is used as the width, the box energy $tx^2$ can still be reproduced with a different mass $m'$. Equating $m'N^2$ to $m(N+1)^2$ gives $m'=m(1+1/N)^2$. This mass depends on thickness, although the bulk band has not changed. For $N=5$ it is $1.44\,m$.

**Remark 4 (higher subbands).** Replacing $x$ by $jx$ in Lemma 3 shows that level $j$ lies below the box value $j^2tx^2$ by less than $t(jx)^4/12$. Relative to the box value, the bound is $j^2x^2/12$. The box therefore describes levels with $j\ll N+1$, and it fails toward the middle of the band, where the cosine is no longer parabolic.

## A five-layer channel

Take $t=0.4$ eV and $d=0.53$ nm, rough round values in the regime of few-layer black phosphorus, and consider its conduction band alone. The mass formula gives $m=0.339\,m_e$. The same value follows from the curvature of the lowest level of a closed ring of twelve layers, when a phase of $\pm0.02$ is put on each bond.

For $N=5$ we have $x=\pi/6$, and

$$C_5=2(0.4\ {\rm eV})(1-\cos30^\circ)=0.1072\ {\rm eV}.$$

The two box estimates are

$$\frac{\pi^2(0.4\ {\rm eV})}{6^2}=0.1097\ {\rm eV},\qquad \frac{\pi^2(0.4\ {\rm eV})}{5^2}=0.1579\ {\rm eV}.$$

The first uses $L=3.18$ nm and is 2.3% above the chain. The second uses $2.65$ nm and is 47% above it. The correction $-x^2/12$ brings the first estimate down to $0.1072$ eV.

The probabilities on the five layers are $0.083$, $0.250$, $0.333$, $0.250$ and $0.083$. They are $\sin^2(n\pi/6)$ divided by its sum over the layers, which is 3.

Other thicknesses, with $t$ and $d$ held fixed, show both errors relative to the chain:

| $N$ | $C_N$ (eV) | error, $(N+1)d$ | error, $Nd$ |
|---|---|---|---|
| 1 | 0.8000 | +23% | +393% |
| 2 | 0.4000 | +9.7% | +147% |
| 10 | 0.0324 | +0.7% | +22% |
| 50 | 0.0015 | +0.03% | +4.1% |

By part (b), the error of the $(N+1)d$ box, relative to the box energy, is below $\pi^2/[12(N+1)^2]$. This is under 1% from nine layers on. The error of the $Nd$ box falls as $2/N$ and reaches 1% near two hundred layers.

One can also ask which width makes the box energy equal to $C_N$. From Remark 2, with the $O(x^4)$ term in the bracket dropped, it is

$$(N+1)d\left(1-\frac{x^2}{12}\right)^{-1/2}\approx\left[N+1+\frac{\pi^2}{24(N+1)}\right]d .$$

Writing it as $(N+a)d$, diagonalization gives $a=1.069$, $1.008$ and $1.0008$ for $N=5$, $50$ and $500$, in agreement with this formula.

## When the end layers differ

An end layer touches vacuum or a dielectric on one side, so assumption 1 is the first to be doubted. Let both end layers have energy $\varepsilon_0+u$.

**Proposition.** For fixed $u>-t$ and large $N$, the effective width becomes
$$L=\left[N+1-\frac{2u}{t+u}\right]d .$$

*Proof.* The first layer obeys $(\varepsilon_0+u)c_1-tc_2=Ec_1$. Define $c_0$ so that the interior equation also holds there: $\varepsilon_0c_1-t(c_0+c_2)=Ec_1$. Subtracting the second equation from the first gives $uc_1+tc_0=0$, or

$$c_0=-\frac ut\,c_1 .$$

Let $c_n=\sin q(n-\nu)$, where $\nu$ is the position of the left node in units of $d$. This solves the interior equations with $E=\varepsilon_0-2t\cos q$. The end condition is $\sin q\nu=(u/t)\sin q(1-\nu)$. Expanding the right side and collecting $\sin q\nu$,

$$\tan q\nu=\frac{u\sin q}{t+u\cos q}.$$

For small $q$ this gives $\nu=u/(t+u)+O(q^2)$. By symmetry the right node is at $N+1-\nu$. A half-wave between the nodes requires $q(N+1-2\nu)=\pi$. Since $\nu$ depends continuously on $q$ and stays bounded as $q\to0$, this equation has a small solution $q$ when $N$ is large.

This state is the lowest one. Because $u>-t$, we have $u/(t+u)<1$, so for large $N$ all its amplitudes are positive. The ground state can be chosen without negative amplitudes, since replacing each $c_n$ by $|c_n|$ cannot raise the energy when the couplings are $-t$. A vector with all amplitudes positive is not orthogonal to such a state, whereas eigenvectors of different energies are orthogonal. The two energies therefore agree. Finally, $2t(1-\cos q)\approx tq^2=\pi^2t/(N+1-2\nu)^2$, which is the box energy for the stated width. $\square$

With $u=0$ the theorem returns. Width $Nd$ results when $u=t$, a special surface and not the uniform stack. As $u\to\infty$ the end layers are emptied; the remaining $N-2$ layers have width $(N-1)d$, as the theorem requires. At $u=-t$ equal amplitudes on all layers solve every equation with $E=\varepsilon_0-2t$, so the confinement energy vanishes. For $u<-t$ the two lowest states of a long stack are bound to its two surfaces and lie below the bulk band bottom, so the box picture fails for them; the width formula then describes the third level, the lowest extended one. Diagonalization of 600 layers with $u/t=-0.5$, $0.5$, $1$ and $5$ reproduces the width formula to within $0.002\,d$. As $u$ approaches $-t$, a small relative error in the width needs $N$ large compared with $t/(t+u)$, and an error small compared with one spacing needs a still larger $N$: for $u=-0.9\,t$ and five layers the formula gives 24 spacings, while the chain corresponds to 16.

## What the model leaves out of the example

The following changes are relative to $C_5=0.1072$ eV. Each effect is added alone, with a trial strength that is not material data.

*End-layer shift.* For $u=0.05$ eV the width falls to $6-2(0.05/0.45)=5.78$ spacings. The chain gives $0.1151$ eV, a rise of 7%. The box of the new width gives $0.1183$ eV, still close although $N$ is only five.

*Second-layer hopping.* A matrix element $-t_2$ between second neighbours adds $-2t_2\cos2kd$ to the bulk band and $8t_2d^2$ to its curvature, so that $m=\hbar^2/[2(t+4t_2)d^2]$. For $t_2=0.02$ eV the mass formula contains $0.48$ eV in place of $0.40$ eV, a rise of 20%. The five-layer energy, measured from the new band bottom, rises by 15%, to $0.1238$ eV. The wall moves as well: with the new mass, the width $(N+a)d$ that matches long stacks has $a\approx1.09$, so the value $a=1$, proved for nearest-layer coupling, does not in general survive longer-range coupling.

*Leakage.* Let six cladding layers on each side have the same spacing and hopping, but energy $3$ eV higher. The energy falls by 7%, to $0.0995$ eV. The ground-state amplitude now has the same sign on the first outside layer as on the end layer, so the extrapolated node moves outward.

*Gate field.* A uniform field of 1 MV/cm changes the layer energy by $0.053$ eV per spacing, or $0.212$ eV between the outer layers. With its potential set to zero at mid-channel, the field lowers the level by 10%, to $0.0962$ eV. There is no first-order shift, because the unperturbed probability is symmetric. The field has a realistic order of magnitude: a sheet density of $5\times10^{12}$ cm$^{-2}$, balanced by one gate, gives about $1.1$ MV/cm at the gate side for a relative permittivity of 8. That field is screened by the channel charge and falls to zero on the far side, so the drop between the outer layers at this density is only about half of the $0.212$ eV of the uniform trial field.

*Temperature and filling.* At 300 K, $k_BT=0.0259$ eV, while the second subband lies $0.293$ eV above the first. With an assumed in-plane density-of-states mass of $0.4\,m_e$ in both subbands, the same sheet density puts the Fermi level $0.020$ eV above the first edge. The electrons are moderately degenerate, yet a fraction of only about $2\times10^{-5}$ occupies the second subband if the potential is taken as flat, and about $3\times10^{-5}$ if the band bending by this charge is included. At fixed sheet density the in-plane mass affects this filling but hardly the subband edge; at fixed gate voltage it changes the charge, and through the band bending the edge as well.

Set beside real black phosphorus, the layer spacing is close to the actual one and the hopping has the right order of magnitude. The model mass is heavy, however: the out-of-plane electron mass of the bulk crystal is roughly $0.1$ to $0.2\,m_e$. A real band edge is also shaped by coupling to other bands, which a single cosine omits. In a parabolic box of the same width, such a mass, $1.7$ to $3.4$ times lighter, would raise the confinement energy by the same factor, a larger change than any of the trial effects above. The factor is likely an overestimate: the energies involved are comparable with the bulk gap of about $0.3$ eV, where the band is no longer parabolic and rises more slowly. The offset $a=1$ is itself a property of the tight-binding limit: continuum stacks of identical square wells give $a\approx1$ for heavy, tightly bound bands, but examples with masses of $0.3$ to $0.55\,m_e$ give values from about $-0.2$ to $1.7$, depending on the barriers between and outside the wells. The example therefore shows how the width enters; it does not predict a measured level. It is also not an optical gap, which involves the valence band and the attraction between electron and hole. Most of the computed values quoted above are listed in the numerical output below.

## Computed results

```
Layers N: 5
Hopping t: 0.400 eV
Layer spacing d: 0.530 nm
Out-of-plane mass: 0.3391 m_e
Mass from twisted ring: 0.3391 m_e
Nominal thickness Nd: 2.650 nm
Effective width (N+1)d: 3.180 nm
Layer weights: 0.0833 0.2500 0.3333 0.2500 0.0833
Exact chain confinement: 0.10718 eV
Box with (N+1)d: 0.10966 eV, +2.32 %
Variational box check: 0.10966 eV
Box with Nd: 0.15791 eV, +47.34 %
Two-term expansion: 0.10716 eV
N; exact, (N+1)d box, Nd box in eV; box errors in %
 1; 0.80000, 0.98696, 3.94784; +23.37, +393.48
 2; 0.40000, 0.43865, 0.98696; +9.66, +146.74
 3; 0.23431, 0.24674, 0.43865; +5.30, +87.21
 5; 0.10718, 0.10966, 0.15791; +2.32, +47.34
10; 0.03241, 0.03263, 0.03948; +0.68, +21.83
20; 0.00894, 0.00895, 0.00987; +0.19, +10.46
50; 0.00152, 0.00152, 0.00158; +0.03, +4.07
Extracted a in width (N+a)d, N=5: 1.06909
Extracted a in width (N+a)d, N=50: 1.00806
Extracted a in width (N+a)d, N=500: 1.00082
1/N coefficient at N=400: -1.9946
1/N^2 coefficient at N=400: 2.1757
Expected 3-pi^2/12: 2.1775
End-layer trial shift u: 0.050 eV
With end shift: 0.11508 eV, +7.37 %
End-shift width: 5.7778 d
Box at that width: 0.11826 eV
Second-layer trial hopping t2: 0.020 eV
With t2: 0.12378 eV, +15.49 %
Cladding trial offset: 3.00 eV
With leakage: 0.09953 eV, -7.14 %
Trial vertical field: 1.00 MV/cm
Field energy per layer: 0.0530 eV
Drop between outer layers: 0.2120 eV
With field: 0.09623 eV, -10.22 %
Sheet density: 5.00e+12 cm^-2
Relative permittivity: 8.0
Field of that charge: 1.131 MV/cm
In-plane density-of-states mass: 0.40 m_e
Temperature: 300 K; kT: 0.02585 eV
Fermi level above first subband: 0.02017 eV
Second minus first subband: 0.29282 eV
Fraction in second subband: 2.27e-05
```
